**Dill C from EUV absorption and acid yield**

The program tests $C=\phi_0\alpha/(E\rho)$, where $\phi_0$ is the initial number of acids per absorbed photon, $\alpha$ the natural-log absorption coefficient, $E$ the photon energy and $\rho$ the initial generator density. For the stated inputs it finds $C=0.0678\ \mathrm{cm^2/mJ}$. It asserts that a rate equation integrated in SI units reproduces this initial slope, the Lambert-function solution for competing electron sinks, and the exponential and constant-yield limits. It also asserts that the film-average formula agrees with quadrature and, within 6 %, with a random-photon simulation at 1, 5 and 20 mJ/cm$^2$; the printed differences are about 1 % or less. Further assertions cover the electron-escape formula and the Poisson spread of absorbed photons, for which the sampled variance-to-mean ratio is 1.13. For a 40 nm film at 20 mJ/cm$^2$, the output gives a mean converted fraction of 0.707. With competing sinks of strength $k=1$, a constant read from a single local dose of 20 mJ/cm$^2$ rises to 0.0934 cm$^2$/mJ.

## Numerical verification

```python
"""EUV acid generation: test of C = phi0*alpha/(E*rho), the Dill constant.

m     = fraction of acid generators still intact; dm/dD = -C*m
D     = local dose, alpha = natural-log absorption coefficient
phi0  = acids per absorbed photon at full generator loading
E     = photon energy, rho = initial generator density
k     = strength of other electron sinks relative to full generator loading
The rate equation, a random-photon film simulation and quadrature are
compared with the closed formulas.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.spatial import cKDTree
from scipy.special import exp1, lambertw

rng = np.random.default_rng(12345)

# Inputs: lengths in nm, doses in mJ/cm^2
alpha = 5.0e-3
phi0 = 2.0
energy_eV = 92.0
rho = 0.1
thickness = 40.0
dose = 20.0
sink_ratio = 1.0
electron_reach = 3.0
index_decrement = 0.02

energy_J = energy_eV * const.e
photons_per_dose = 1.0e-3 / energy_J / 1.0e14   # per nm^2 per mJ/cm^2
absorbed_per_dose = alpha * photons_per_dose    # per nm^3 per mJ/cm^2
C = phi0 * absorbed_per_dose / rho              # cm^2/mJ
sigma = phi0 * alpha / rho                      # nm^2
assert abs(C - 0.07) < 0.005


def intact_from_rate_equation(dose_mJ_cm2, k):
    """Integrate generator loss with every quantity in SI units."""
    alpha_SI, rho_SI = alpha * 1.0e9, rho * 1.0e27

    def loss(_, m):
        acids_per_photon = phi0 * (1 + k) * m / (m + k)
        return -alpha_SI * acids_per_photon / (energy_J * rho_SI)

    result = solve_ivp(loss, (0.0, 10.0 * dose_mJ_cm2), [1.0],
                       method="LSODA", rtol=1e-9, atol=1e-12)
    assert result.success
    return result.y[0, -1]


def intact_competition(dose_mJ_cm2, k):
    argument = np.exp((1 - (1 + k) * C * dose_mJ_cm2) / k) / k
    return k * lambertw(argument).real


# Initial slope, competition solution, and its two limits
small_dose = 0.01
slope = (1 - intact_from_rate_equation(small_dose, sink_ratio)) / small_dose
assert abs(slope / C - 1) < 2e-3
for test_k in (0.5, 1.0, 4.0):
    for test_dose in (5.0, 20.0):
        numerical = intact_from_rate_equation(test_dose, test_k)
        assert abs(numerical - intact_competition(test_dose, test_k)) < 1e-6
assert abs(intact_from_rate_equation(dose, 1e6) - np.exp(-C * dose)) < 1e-5
assert abs(intact_from_rate_equation(10.0, 1e-4) - (1 - 10 * C)) < 1e-3


def film_converted(incident_dose):
    high = C * incident_dose
    low = high * np.exp(-alpha * thickness)
    return 1 - (exp1(low) - exp1(high)) / (alpha * thickness)


for test_dose in (1.0, 5.0, 20.0):
    integral = quad(lambda z: 1 - np.exp(-C * test_dose * np.exp(-alpha * z)),
                    0, thickness)[0] / thickness
    assert abs(integral - film_converted(test_dose)) < 1e-9
depth_factor = (1 - np.exp(-alpha * thickness)) / (alpha * thickness)
assert abs(film_converted(1e-3) / (1e-3 * C * depth_factor) - 1) < 1e-3

# Random photons in a film with randomly placed generators
side = 60.0
site_count = round(rho * side**2 * thickness)
neighbours = 12


def simulate_film(incident_dose):
    sites = rng.random((site_count, 3)) * [side, side, thickness]
    # The long third period prevents wrapping through the film faces.
    tree = cKDTree(sites, boxsize=[side, side, 1000.0])
    incident = rng.poisson(photons_per_dose * incident_dose * side**2)
    depth = rng.exponential(1 / alpha, incident)
    depth = depth[depth < thickness]
    photons = np.column_stack((rng.random((len(depth), 2)) * side, depth))
    distances, nearby = tree.query(photons, k=neighbours)
    first = rng.integers(neighbours, size=len(depth))
    second = (first + rng.integers(1, neighbours, len(depth))) % neighbours
    rows = np.arange(len(depth))
    spent = np.zeros(site_count, dtype=bool)
    spent[nearby[rows, first]] = True
    spent[nearby[rows, second]] = True
    return spent.mean(), photons, distances[:, -1].mean()


simulated = {}
for test_dose, repeats in ((1.0, 20), (5.0, 4), (20.0, 2)):
    runs = [simulate_film(test_dose) for _ in range(repeats)]
    simulated[test_dose] = np.mean([run[0] for run in runs])
    # Tolerance covers photon sampling and uneven generator positions.
    assert abs(simulated[test_dose] / film_converted(test_dose) - 1) < 0.06
photon_positions, simulation_reach = runs[-1][1], runs[-1][2]

# Photon-number noise: variance equals mean in 10 nm cubes
counts = np.histogramdd(photon_positions, bins=(6, 6, 4),
                        range=((0, side), (0, side), (0, thickness)))[0]
layer_mean = counts.mean(axis=(0, 1))
dispersion = np.mean(counts.var(axis=(0, 1), ddof=1) / layer_mean)
assert abs(dispersion - 1) < 0.4

# Escape of electrons that fly straight for a fixed distance
escape = electron_reach / (2 * thickness)
start = rng.random(400000) * thickness
end = start + electron_reach * rng.uniform(-1, 1, len(start))
escape_sampled = np.mean((end < 0) | (end > thickness))
assert abs(escape_sampled / escape - 1) < 0.05

# Normal-incidence reflection from the complex refractive index
wavelength = const.h * const.c / energy_J * 1e9
extinction = alpha * wavelength / (4 * np.pi)
index = 1 - index_decrement + 1j * extinction
reflectance = abs((1 - index) / (1 + index))**2

surface_converted = 1 - np.exp(-C * dose)
film_mean = film_converted(dose)
competition_intact = intact_competition(dose, sink_ratio)
cube_photons = absorbed_per_dose * dose * 1000
generator_molar = rho * 1e24 / const.N_A

print(f"Absorption coefficient: {alpha * 1000:.1f} 1/um")
print(f"Initial yield: {phi0:.1f} acids per absorbed photon")
print(f"Photon energy: {energy_eV:.1f} eV = {energy_J:.4e} J")
print(f"Photon wavelength: {wavelength:.2f} nm")
print(f"Generator density: {rho:.2f} 1/nm^3 = {generator_molar:.3f} mol/L")
print(f"Film thickness: {thickness:.0f} nm")
print(f"Incident dose: {dose:.0f} mJ/cm^2")
print(f"Photons per 1 mJ/cm^2: {photons_per_dose:.4f} 1/nm^2")
print(f"Absorbed per 1 mJ/cm^2: {absorbed_per_dose:.5f} 1/nm^3")
print(f"Acids per 1 mJ/cm^2, initial: {phi0*absorbed_per_dose:.5f} 1/nm^3")
print(f"Effective conversion area: {sigma:.3f} nm^2")
print(f"Dill C: {C:.4f} cm^2/mJ = {C / 10:.5f} m^2/J")
print(f"C from SI rate equation, initial slope: {slope:.4f} cm^2/mJ")
print(f"C times dose, top surface: {C * dose:.3f} (no unit)")
print(f"Converted fraction, top surface: {surface_converted:.3f}")
print(f"Acid density, top surface: {rho * surface_converted:.4f} 1/nm^3")
print(f"Constant yield: generators exhausted at {1 / C:.2f} mJ/cm^2")
print(f"Sink ratio k: {sink_ratio:.1f} (no unit)")
print(f"Converted fraction with competition: {1-competition_intact:.3f}")
print("Single-dose apparent C with competition: "
      f"{-np.log(competition_intact) / dose:.4f} cm^2/mJ")
print(f"Absorbed fraction of film: {1-np.exp(-alpha*thickness):.3f}")
print(f"Low-dose depth factor: {depth_factor:.4f} (no unit)")
print(f"Low-dose film-average C: {C * depth_factor:.4f} cm^2/mJ")
print(f"Film-average converted fraction: {film_mean:.3f}")
print(f"Film-average apparent C: {-np.log(1-film_mean)/dose:.4f} cm^2/mJ")
for test_dose, value in simulated.items():
    print(f"Film at {test_dose:.0f} mJ/cm^2: simulated fraction {value:.4f}, "
          f"formula {film_converted(test_dose):.4f}")
print(f"Mean farthest candidate in simulation: {simulation_reach:.2f} nm")
print(f"Assumed electron reach: {electron_reach:.1f} nm")
print(f"Electron escape: formula {100*escape:.2f} %, "
      f"sampled {100*escape_sampled:.2f} %")
print(f"Assumed index decrement: {index_decrement:.3f} (no unit)")
print(f"Extinction coefficient: {extinction:.5f} (no unit)")
print(f"Surface reflectance: {100*reflectance:.4f} %")
print(f"Absorbed photons in top 10 nm cube: {cube_photons:.1f}")
print(f"Relative photon noise in that cube: {100/np.sqrt(cube_photons):.1f} %")
print(f"Simulated photon variance/mean: {dispersion:.2f} (no unit)")
print("checks complete")
```

It prints:

```
Absorption coefficient: 5.0 1/um
Initial yield: 2.0 acids per absorbed photon
Photon energy: 92.0 eV = 1.4740e-17 J
Photon wavelength: 13.48 nm
Generator density: 0.10 1/nm^3 = 0.166 mol/L
Film thickness: 40 nm
Incident dose: 20 mJ/cm^2
Photons per 1 mJ/cm^2: 0.6784 1/nm^2
Absorbed per 1 mJ/cm^2: 0.00339 1/nm^3
Acids per 1 mJ/cm^2, initial: 0.00678 1/nm^3
Effective conversion area: 0.100 nm^2
Dill C: 0.0678 cm^2/mJ = 0.00678 m^2/J
C from SI rate equation, initial slope: 0.0678 cm^2/mJ
C times dose, top surface: 1.357 (no unit)
Converted fraction, top surface: 0.743
Acid density, top surface: 0.0743 1/nm^3
Constant yield: generators exhausted at 14.74 mJ/cm^2
Sink ratio k: 1.0 (no unit)
Converted fraction with competition: 0.846
Single-dose apparent C with competition: 0.0934 cm^2/mJ
Absorbed fraction of film: 0.181
Low-dose depth factor: 0.9063 (no unit)
Low-dose film-average C: 0.0615 cm^2/mJ
Film-average converted fraction: 0.707
Film-average apparent C: 0.0614 cm^2/mJ
Film at 1 mJ/cm^2: simulated fraction 0.0592, formula 0.0596
Film at 5 mJ/cm^2: simulated fraction 0.2637, formula 0.2646
Film at 20 mJ/cm^2: simulated fraction 0.6999, formula 0.7069
Mean farthest candidate in simulation: 3.07 nm
Assumed electron reach: 3.0 nm
Electron escape: formula 3.75 %, sampled 3.79 %
Assumed index decrement: 0.020 (no unit)
Extinction coefficient: 0.00536 (no unit)
Surface reflectance: 0.0109 %
Absorbed photons in top 10 nm cube: 67.8
Relative photon noise in that cube: 12.1 %
Simulated photon variance/mean: 1.13 (no unit)
checks complete
```
